# The Domain-Wall Creep Exponent One-Quarter

## Creep of a wall in a disordered film

In a model magnetic film at 300 K, specified below, lowering the driving field from 1 mT to 0.1 mT slows a domain wall by a factor of about $9\times10^4$, in a scaling estimate whose coefficients of order one are set to one. The force on the wall has fallen only tenfold. A fixed barrier met by the shortest pinned segment, about 26 nm long, could not produce such a change: a field of 1 mT lowers it by only about 0.1 $k_BT$. In the theory developed here the barrier itself grows as the drive weakens. It does so because a weakly driven wall has to rearrange longer segments before it gains energy, and longer segments meet higher barriers.

### The elastic line

Let the film lie in the $(x,u)$ plane and let the wall be the curve $u(x)$. A wall of line tension $\tau$ (energy per length) has energy $\tau\int dx\sqrt{1+(du/dx)^2}$. For small slopes and no overhangs the root is $1+\tfrac12(du/dx)^2$, and the constant may be dropped. With a random potential $V$ and a driving force per length $f$,

$$H=\int dx\left[\frac{\tau}{2}\left(\frac{du}{dx}\right)^2+V(x,u)-fu\right]. \tag{1}$$

For perpendicular magnetisation $M_s$, film thickness $t$ and field $B$ along the growing domain, reversing a unit volume releases $2M_sB$, so $f=2M_stB$. Long-range dipolar forces are neglected. They soften the wall logarithmically with length: for the model film below, with a wall 6 nm wide, the stiffness of 10 pN falls by about 0.6 pN at a length of 26 nm and by about 2 pN at 1.1 µm. At fixed $A$ (defined below) this length dependence would roughly double the slowing quoted above.

The disorder has zero mean, is short-ranged, and acts on the wall itself (random-bond disorder):

$$\langle V(x,u)V(x',u')\rangle=\delta(x-x')R(u-u'),\qquad \int R(u)\,du=D. \tag{2}$$

$R$ has range $\xi$ and height of order $D/\xi$, and $D$ has the dimension of energy squared. Defects that favour one domain over the other give random energies that add up over the whole swept area, so that the variance is proportional to this area. They violate (2), and the result below does not cover them.

### The shortest pinned segment

Balances of energies are scaling estimates, in which factors of order one are set to one. A segment of length $L$ displaced by $u$ costs elastic energy $\tau u^2/L$. While $u$ is below $\xi$, the segment sees one random potential along its length, whose integral has variance $DL/\xi$. The two energies match at $u=\xi$ when

$$\frac{\tau\xi^2}{L_c}=\left(\frac{DL_c}{\xi}\right)^{1/2}.$$

Squaring gives $L_c^3=\tau^2\xi^5/D$. The Larkin length and its pinning energy are therefore

$$L_c=\left(\frac{\tau^2\xi^5}{D}\right)^{1/3},\qquad U_c=\frac{\tau\xi^2}{L_c}=(\tau D\xi)^{1/3}. \tag{3}$$

The last form follows from $U_c^3=\tau^3\xi^6D/(\tau^2\xi^5)$. Shorter segments are stiff; longer ones adapt to the disorder.

It is tempting to continue this balance to $u>\xi$ by averaging $V$ over a band of width $u$. The averaged energy is $u^{-1}\int dx\int du\,V$, with variance $DLu/u^2=DL/u$. Then

$$\frac{\tau u^2}{L}=\left(\frac{DL}{u}\right)^{1/2}\quad\Rightarrow\quad u^{5/2}=\frac{D^{1/2}}{\tau}L^{3/2}\quad\Rightarrow\quad u\propto L^{3/5}. \tag{4}$$

This treats the line as if it visited all parts of the band equally. A line at low temperature instead selects a favourable path, and its random energy is that of the selected path. We need the statistics of this optimised energy.

### An equation for the optimised energy

Set $f=0$ for now, and measure temperature $T$ in energy units. Let $Z(x,u)$ be the partition function of a line that starts at the origin and ends at $(x,u)$. Adding a slice of length $\epsilon$ with sideways step $\eta$ multiplies the weight by $\exp[-\tau\eta^2/(2T\epsilon)-\epsilon V/T]$. The normalised Gaussian has $\langle\eta\rangle=0$ and $\langle\eta^2\rangle=\epsilon T/\tau$. Expanding $Z(x,u-\eta)$ to second order in $\eta$ and letting $\epsilon\to0$,

$$\frac{\partial Z}{\partial x}=\frac{T}{2\tau}\frac{\partial^2Z}{\partial u^2}-\frac{V}{T}Z. \tag{5}$$

The ordinary rules of calculus are used for the noise $V$; another convention changes the free energy by a term independent of $u$. Define $F=-T\ln Z$. Subscripts denoting derivatives,

$$F_u=-T\frac{Z_u}{Z},\qquad F_{uu}=-T\frac{Z_{uu}}{Z}+\frac{F_u^2}{T},$$

so that $TZ_{uu}/Z=F_u^2/T-F_{uu}$. Inserting (5) in $F_x=-TZ_x/Z$ gives $F_x=-(T/2\tau)\,(TZ_{uu}/Z)+V$, or

$$F_x=\frac{T}{2\tau}F_{uu}-\frac{1}{2\tau}F_u^2+V. \tag{6}$$

The first term smooths $F$, the noise roughens it, and the quadratic term expresses the competition between paths.

### Why the free energy is a random walk in $u$

Take $V$ white in $u$ as well, and place $u$ on a ring of sites with unit spacing. Let $g_i=F_{i+1}-F_i$, and represent $F_u^2$ at site $i$ by

$$N_i=\tfrac13\left(g_i^2+g_ig_{i-1}+g_{i-1}^2\right),$$

which tends to $F_u^2$ for smooth $F$. The drift of $F_i$ is $b_i=(T/2\tau)(g_i-g_{i-1})-N_i/(2\tau)$, and the probability density $P$ of the $F_i$ obeys

$$\frac{\partial P}{\partial x}=-\sum_i\frac{\partial(b_iP)}{\partial F_i}+\frac D2\sum_i\frac{\partial^2P}{\partial F_i^2}. \tag{7}$$

Try $P=\exp[-\sum_ig_i^2/(2A)]$. Since $\partial g_i/\partial F_i=-1$ and $\partial g_{i-1}/\partial F_i=+1$,

$$\frac{\partial P}{\partial F_i}=\frac{g_i-g_{i-1}}{A}P.$$

The smoothing current $(T/2\tau)(g_i-g_{i-1})P$ cancels the noise current $(D/2A)(g_i-g_{i-1})P$ at every site if $A=D\tau/T$. The quadratic term leaves

$$\frac{P}{2\tau}\left[\sum_i\frac{\partial N_i}{\partial F_i}+\frac1A\sum_iN_i(g_i-g_{i-1})\right].$$

In the first sum, $\partial N_i/\partial F_i=\tfrac13(-2g_i-g_{i-1}+g_i+2g_{i-1})=\tfrac13(g_{i-1}-g_i)$. In the second, $N_i(g_i-g_{i-1})=\tfrac13(g_i^3-g_{i-1}^3)$. Both sums vanish around the ring, so the trial weight is stationary. Its slopes are independent Gaussians of variance $A$, apart from the closure of the ring. For separations much smaller than the ring,

$$\langle[F(u)-F(0)]^2\rangle=A|u|,\qquad A=\frac{D\tau}{T}. \tag{8}$$

A simulation shows how closely a line with discrete steps follows this value. In each step it applied Gaussian smoothing to $Z=e^{-F/T}$ and then added noise to $F$, on 250 rings of 128 sites, with $T=1$, $\tau=0.25$ and noise variance $D=0.09$ per step. The two longest Fourier modes, averaged over the second half of 1000 steps, gave $A=0.0244$, against $0.0225$ from (8). The sampling error of such a run is about 2%. A run on 200 rings with other random numbers gave $0.0222\pm0.0005$, so the 8% excess is not reproduced, and (8) is confirmed to within several per cent.

Equation (8) cannot hold down to $T=0$, where $A$ would diverge. The finite range $\xi$ cuts off the growth, gradually, once $T$ falls to about $U_c$. Energies at positions $\xi$ apart then differ by about $U_c$, so $A\xi=U_c^2$, and (3) gives

$$A\simeq\frac{U_c^2}{\xi}=\frac{D\tau}{U_c}\qquad(T<U_c). \tag{9}$$

This is a scaling estimate. That the random-walk form survives for finite $\xi$ at low temperature is an assumption of universality, to which we return with numerical data.

### The elastic cost and the correct balance

Compare lines of length $L$ ending at $u$ and at zero. Write the first as $u(x)=w(x)+ux/L$, with $w(0)=w(L)=0$. Then

$$\frac{\tau}{2}\int_0^L\left(\frac{dw}{dx}+\frac uL\right)^2dx=\frac{\tau}{2}\int_0^L\left(\frac{dw}{dx}\right)^2dx+\frac{\tau u^2}{2L}, \tag{10}$$

because the cross term is $(\tau u/L)[w(L)-w(0)]=0$. The sheared potential $V(x,w+ux/L)$ has the same correlations (2) as before: the factor $\delta(x-x')$ compares points at equal $x$, which shear by equal amounts. With disorder statistics invariant under this shear, the average of $F(L,u)-F(L,0)$ is $\tau u^2/(2L)$. Disorder does not renormalise the line tension.

The free energy of the end point is thus a parabola plus a random walk. We assume that the random walk has reached its stationary form across the width explored by the line. At small $u$ a random gain of order $(Au)^{1/2}$ exceeds the elastic cost; at large $u$ the cost wins. The end point wanders to the crossing:

$$\frac{\tau u^2}{L}=(Au)^{1/2}\quad\Rightarrow\quad u^{3/2}=\frac{A^{1/2}L}{\tau}. \tag{11}$$

With (9) and $U_c=\tau\xi^2/L_c$, the right side is $U_cL/(\tau\xi^{1/2})=\xi^{3/2}L/L_c$. Hence

$$u=\xi\left(\frac L{L_c}\right)^{2/3},\qquad U(L)=\frac{\tau u^2}{L}=U_c\left(\frac L{L_c}\right)^{1/3}. \tag{12}$$

The roughness exponent is $\zeta=2/3$, and the energy exponent is $2\zeta-1=1/3$.

Ground states of a lattice line give evidence at zero temperature. The line advances row by row, moving half a site left or right, and collects minus an exponentially distributed random number of unit mean at each site. The minimum energy for every end point follows by recursion from the row before. In 4000 samples the rms displacement of the best end point grew from 7.63 sites at $L=64$ to 30.9 at $L=512$. A power-law fit to four lengths gave $\zeta=0.674\pm0.010$, the error being that of sampling. This is close to $2/3$ and well away from $3/5$. The standard deviation of the minimum energy grew with exponent $0.349\pm0.008$, about two sampling errors above $1/3$. At $L=512$ the variance of the energy difference between end points near the centre rose from 7.56 at a separation of one site to 54.4 at eight. The fitted exponent is 0.95, slightly below the value 1 of a random walk; I conjecture that the finite length causes the shortfall.

### The driven segment

To advance, a segment must leave one favourable path for another. The energies of such paths differ by about $U(L)$. We now assume that the barrier between them has the same scaling, with no larger power of $L$. This hypothesis is not derived here, and the creep exponent rests on it.

The drive supplies $fLu$. With $s=L/L_c$ and (12), the net energy of a displaced segment is

$$E(s)=U_cs^{1/3}-f\xi L_c\,s^{5/3}. \tag{13}$$

Short segments are pulled back and long ones run forward. The separating segment is the maximum:

$$\frac{dE}{ds}=\frac{U_c}{3}s^{-2/3}-\frac53f\xi L_c\,s^{2/3}=0.$$

Defining $f_c=U_c/(\xi L_c)$, this gives $s^{4/3}=f_c/(5f)$, or

$$L^*=L_c\left(\frac{f_c}{5f}\right)^{3/4}. \tag{14}$$

At the maximum the driving term is $f\xi L_cs^{5/3}=U_cs^{1/3}/5$. The barrier is therefore $\tfrac45U_cs^{1/3}$, and since $f\propto B$,

$$E^*=\frac45\,5^{-1/4}\,U_c\left(\frac{B_c}{B}\right)^{1/4},\qquad B_c=\frac{f_c}{2M_st}. \tag{15}$$

Thermally activated advance then has the velocity

$$v=v_0\exp\left[-\frac{E^*}{k_BT}\right],\qquad \ln\frac{v}{v_0}\propto-B^{-1/4}, \tag{16}$$

where $T$ is now in kelvin. The exponent $1/4$ does not depend on material parameters within this model. The factor $\tfrac45\,5^{-1/4}=0.535$ depends on the unit coefficients chosen in the balances and has no such standing.

For a general roughness exponent the two powers in (13) are $2\zeta-1$ and $1+\zeta$. Repeating the maximisation gives $s^{2-\zeta}=(2\zeta-1)f_c/[(1+\zeta)f]$ and

$$E^*=U_c\,\frac{2-\zeta}{1+\zeta}\left[\frac{2\zeta-1}{1+\zeta}\,\frac{f_c}{f}\right]^\mu,\qquad \mu=\frac{2\zeta-1}{2-\zeta}. \tag{17}$$

For $\zeta=2/3$, $\mu=(1/3)/(4/3)=1/4$. The band average (4), with $\zeta=3/5$, would give $\mu=(1/5)/(7/5)=1/7$. Lowering the roughness exponent by 10% thus lowers the creep exponent by 43%, because $\mu$ contains the small difference $2\zeta-1$.

### Numbers for a model film

Take $t=1$ nm, wall energy 10 mJ/m², $M_s=1$ MA/m, $\xi=10$ nm and $\sqrt D=150$ meV. The line tension is wall energy times thickness, $\tau=10$ pN. Equation (3) gives

$$L_c=\left[\frac{(10\ \mathrm{pN})^2(10\ \mathrm{nm})^5}{(150\ \mathrm{meV})^2}\right]^{1/3}=25.9\ \mathrm{nm},$$

$$U_c=\frac{(10\ \mathrm{pN})(10\ \mathrm{nm})^2}{25.9\ \mathrm{nm}}=241\ \mathrm{meV}.$$

At 300 K, $k_BT=25.9$ meV, so $U_c=9.33\,k_BT$ and the low-temperature form (9) applies. The critical force is $f_c=U_c/(\xi L_c)=149$ µN/m, and

$$B_c=\frac{149\ \mu\mathrm{N/m}}{2(1\ \mathrm{MA/m})(1\ \mathrm{nm})}=74.7\ \mathrm{mT}.$$

At 1 mT, (14) gives $L^*=25.9\,(74.7/5)^{3/4}=197$ nm, and (15) gives $E^*/k_BT=0.535\times9.33\times(74.7)^{1/4}=14.7$. With $v_0$ taken as independent of field:

| $B$ (mT) | $L^*$ (nm) | $E^*/k_BT$ | $v/v(1\ \mathrm{mT})$ |
|---|---|---|---|
| 0.1 | 1106 | 26.1 | $1.1\times10^{-5}$ |
| 0.3 | 485 | 19.8 | $5.8\times10^{-3}$ |
| 1 | 197 | 14.7 | 1 |
| 3 | 86 | 11.2 | 34 |

The opening figure is now accounted for. A tenfold weaker field multiplies the barrier by $10^{1/4}=1.78$, from 14.7 to 26.1 $k_BT$, and the exponential turns the difference of 11.4 into a factor of $9\times10^4$. This factor depends strongly on the unit coefficients of the balances: halving the prefactor 0.535 would reduce it to its square root, about 300, while keeping the factor $\tfrac12$ of the elastic cost (10) in (11)–(13), at the same $A$, would raise it to $8\times10^5$. With $\zeta=3/5$ in (17) and the same $U_c$ and $f_c$, the velocity ratio would be $1.3\times10^{-2}$, a slowing by only about 80.

### Where the law ends

**Strong drive.** The scaling (12) needs $L^*>L_c$, hence $B<B_c/5=14.9$ mT by (14). Above this the critical segment is no longer a collective object, and this derivation of (15) loses its basis. The factor 5 depends on the unit coefficients: with the elastic cost $\tau u^2/(2L)$ the limit would be 11.9 mT. Equation (15) does not vanish at $B_c$, where it still gives 5 $k_BT$, so $B_c$ is only an estimate of the depinning scale, and these limits do not fix where creep ends in a real film.

**Backward jumps.** At the maximum of (13) the drive has supplied one quarter of $E^*$: 2.8 $k_BT$ at 3 mT and 6.5 $k_BT$ at 0.1 mT. Taking this as the energy by which the new state lies lower, backward jumps carry relative weights of about $e^{-2.8}=0.06$ and $e^{-6.5}=0.0015$. This is only the mean bias. Neighbouring paths also differ at random by about $U(L^*)$, five times the drive gain at any field (14 and 33 $k_BT$ here), so a single jump often lands higher and returns. The mean bias grows relative to $k_BT$ as the field falls, as long as $L^*$ fits into the film.

**Slopes.** At the Larkin scale the slope is $\xi/L_c=0.39$. The next term of the square root, $-p^4/8$ for slope $p$, has a magnitude $p^2/4$ times that of the retained $p^2/2$, about 4%. By (12) the slope $u/L$ falls as $L^{-1/3}$ on longer scales.

**Narrow tracks.** A racetrack of width $w$ holds a wall of length about $w$. Once $L^*$ reaches $w$, no longer segment is available. Setting $L^*=w$ in (14) gives the crossover field

$$B_w=\frac{B_c}{5}\left(\frac{L_c}{w}\right)^{4/3}. \tag{18}$$

Below $B_w$ the wall moves as a whole, and its barrier rises only by a further factor $5/4$, towards the constant $U_c(w/L_c)^{1/3}$, instead of growing without bound. As $B\to0$ the forward and backward rates become equal, and their difference is to leading order linear in $B$. In this single-scale picture the velocity is proportional to field, with a small, thermally activated mobility, once the drive gain is well below $k_BT$. For $w=197$ nm this requires fields below about 0.1 mT, a tenth of $B_w$, where the velocity still exceeds the linear law by 20%. With the unit coefficients behind the table, and for edges that do not themselves pin the wall, a track 197 nm wide leaves the one-quarter law at about 1 mT, while one 1.1 µm wide keeps it down to about 0.1 mT. A creep exponent fitted across $B_w$ would mix two regimes.
